# Orthorhombic saddle and polarization rotation in a tetragonal quartic Landau model: test program

```python
"""
Result under test: for the stress-free cubic quartic Landau energy
  F = a*sum(Pi^2) + b11*sum(Pi^4) + b12*sum_{i<j}(Pi^2 Pj^2),
with a < 0, b11 > 0, b12 > 2*b11 (tetragonal wells), the lowest pass
between wells is orthorhombic, F_O = -a^2/(2*b11+b12), and
  (rotation barrier)/(cost of P=0) = (b12-2*b11)/(b12+2*b11) < 1.
At fixed |P| the corresponding ratio is (b12-2*b11)/(4*b11).
Units: P in C/m^2, F in MJ/m^3, a in MJ m/C^2, b in MJ m^5/C^4.
Reduced units (a=-2, b11=1) give well polarization 1 and well energy -1.
"""
import numpy as np
import sympy as sp
from scipy import constants, ndimage
from scipy.optimize import brentq, minimize_scalar


def energy(p1, p2, p3, a, b11, b12):
    x, y, z = p1**2, p2**2, p3**2
    return (a*(x + y + z) + b11*(x**2 + y**2 + z**2)
            + b12*(x*y + y*z + z*x))


def saddle_energy(a, b11, b12):
    return -a**2/(2*b11 + b12)


def barrier_ratio(b11, b12):
    return (b12 - 2*b11)/(b12 + 2*b11)


def stationary_points(a, b11, b12):
    """Newton search from random starts, derivatives of the definition."""
    v = sp.symbols('p1 p2 p3', real=True)
    f = energy(*v, a, b11, b12)
    g = [sp.diff(f, s) for s in v]
    h = [[sp.diff(q, s) for s in v] for q in g]
    grad, hess = sp.lambdify(v, g), sp.lambdify(v, h)
    rng = np.random.default_rng(7)
    p = rng.uniform(-0.45, 0.45, (6000, 3))
    for _ in range(80):
        gv = np.array(grad(*p.T)).T
        hv = np.moveaxis(np.array(hess(*p.T)), -1, 0)
        p = p - np.linalg.solve(hv, gv[..., None])[..., 0]
    good = np.linalg.norm(np.array(grad(*p.T)), axis=0) < 1e-9
    _, first = np.unique(np.round(p[good], 6) + 0.0, axis=0,
                         return_index=True)
    p = p[good][first]
    hv = np.moveaxis(np.array(hess(*p.T)), -1, 0)
    return p, energy(*p.T, a, b11, b12), np.linalg.eigvalsh(hv)


def lowest_pass(f, start, end):
    """Lowest level at which two grid cells join in {F <= level}."""
    low, high = f[start], 0.05
    for _ in range(14):
        mid = 0.5*(low + high)
        label, _ = ndimage.label(f <= mid, structure=np.ones((3, 3, 3)))
        joined = label[start] > 0 and label[start] == label[end]
        low, high = (low, mid) if joined else (mid, high)
    return high


# Stationary points of the worked example
a, b11, b12 = -50.0, 250.0, 1000.0
kappa = b12 - 2*b11
pts, en, eig = stationary_points(a, b11, b12)
index = (eig < 0).sum(axis=1)
counts = [int((index == k).sum()) for k in range(4)]
assert counts == [6, 12, 8, 1]
F_T, F_O, F_R, F_0 = [en[index == k].mean() for k in range(4)]
for k, value in enumerate([-a**2/(4*b11), saddle_energy(a, b11, b12),
                           -3*a**2/(4*(b11 + b12)), 0.0]):
    assert np.allclose(en[index == k], value, atol=1e-9)
norm = np.linalg.norm(pts, axis=1)
P_s, P_O = norm[index == 0].mean(), norm[index == 1].mean()
assert abs(P_s**2 + a/(2*b11)) < 1e-9
ratio = (F_O - F_T)/(F_0 - F_T)
assert abs(ratio - barrier_ratio(b11, b12)) < 1e-9
assert abs((P_O/P_s)**2 - (1 - ratio)) < 1e-9
assert np.allclose(np.sort(np.abs(pts[index == 1]), axis=1),
                   [0, P_O/np.sqrt(2), P_O/np.sqrt(2)], atol=1e-9)
curv = eig[index == 1][0]
den = 2*b11 + b12
assert np.allclose(eig[index == 1],
                   [4*kappa*a/den, -2*kappa*a/den, -4*a], atol=1e-7)
assert np.allclose(eig[index == 3], 2*a, atol=1e-7)

# Rotation with relaxed magnitude, minimized numerically at each angle
angles = np.radians([0, 15, 30, 45])
valley = []
for phi in angles:
    r = minimize_scalar(lambda q: energy(q*np.cos(phi), q*np.sin(phi), 0.0,
                                         a, b11, b12),
                        bounds=(0.05, 0.5), method='bounded',
                        options={'xatol': 1e-10})
    valley.append(r.fun)
    assert abs(r.fun + a**2/(4*b11 + kappa*np.sin(2*phi)**2)) < 1e-8

# Lowest pass over all paths on a grid, reduced units
axis = np.linspace(-1.2, 1.2, 97)
X, Y, Z = np.meshgrid(axis, axis, axis, indexing='ij')
plus, minus, zero = [int(np.argmin(abs(axis - t))) for t in (1, -1, 0)]
well = (plus, zero, zero)
neighbour, opposite = (zero, plus, zero), (minus, zero, zero)
scan = []
for r in (2.5, 4.0, 8.0, 30.0):
    f = energy(X, Y, Z, -2.0, 1.0, r)
    pass90 = lowest_pass(f, well, neighbour) - f[well]
    pass180 = lowest_pass(f, well, opposite) - f[well]
    # grid spacing 0.025 shifts the pass level by a few 1e-3 at most
    assert abs(pass90 - barrier_ratio(1.0, r)) < 5e-3
    assert abs(pass180 - barrier_ratio(1.0, r)) < 5e-3
    # minimum on the dividing surface |P1| = |P2| >= |P3|
    u, t = np.meshgrid(np.linspace(0, 1.2, 2401), np.linspace(0, 1, 101))
    surface_min = energy(u, u, t*u, -2.0, 1.0, r).min()
    assert abs(surface_min - saddle_energy(-2.0, 1.0, r)) < 1e-5
    scan.append((r, barrier_ratio(1.0, r), pass90, pass180))

# Rotation at fixed magnitude: where its top reaches the energy of P = 0
circle = np.linspace(0, np.pi/2, 2001)


def fixed_top(radius, a_, b11_, b12_):
    return energy(radius*np.cos(circle), radius*np.sin(circle), 0.0,
                  a_, b11_, b12_).max()


threshold = brentq(lambda r: fixed_top(1.0, -2.0, 1.0, r), 3, 12)
assert abs(threshold - 6) < 1e-8
fixed_barrier = fixed_top(P_s, a, b11, b12) - F_T
assert abs(fixed_barrier/(F_0 - F_T) - kappa/(4*b11)) < 1e-8

# Second case: stronger anisotropy, same a and b11
b12_second = 8*b11
pts2, en2, eig2 = stationary_points(a, b11, b12_second)
index2 = (eig2 < 0).sum(axis=1)
assert [int((index2 == k).sum()) for k in range(4)] == [6, 12, 8, 1]
rot2 = en2[index2 == 1].mean() - en2[index2 == 0].mean()
P_O2 = np.linalg.norm(pts2[index2 == 1], axis=1).mean()
fixed2 = fixed_top(P_s, a, b11, b12_second) - F_T
assert abs(rot2/(-F_T) - barrier_ratio(b11, b12_second)) < 1e-9
assert rot2 < -F_T < fixed2

to_meV = 1e6*1e-27/(constants.e*1e-3)   # MJ/m^3 -> meV/nm^3
print(f"alpha = {a:.1f} MJ m/C^2")
print(f"beta11 = {b11:.1f} MJ m^5/C^4")
print(f"beta12 = {b12:.1f} MJ m^5/C^4")
print(f"kappa = beta12 - 2 beta11 = {kappa:.1f} MJ m^5/C^4")
print("stationary points with 0,1,2,3 negative curvatures:", counts)
print(f"well polarization P_s = {P_s:.4f} C/m^2")
print(f"saddle polarization P_O = {P_O:.4f} C/m^2")
print(f"saddle component P1 = P2 = {P_O/np.sqrt(2):.4f} C/m^2")
print(f"P_O/P_s = {P_O/P_s:.4f}")
print(f"tetragonal energy F_T = {F_T:.4f} MJ/m^3")
print(f"orthorhombic energy F_O = {F_O:.4f} MJ/m^3")
print(f"rhombohedral energy F_R = {F_R:.4f} MJ/m^3")
print(f"saddle curvature, in-plane rotation = {curv[0]:.2f} MJ m/C^2")
print(f"saddle curvature, out of plane = {curv[1]:.2f} MJ m/C^2")
print(f"saddle curvature, radial = {curv[2]:.2f} MJ m/C^2")
print(f"curvature at P=0, all directions = {eig[index == 3][0][0]:.2f}"
      " MJ m/C^2")
for phi, value in zip(angles, valley):
    print(f"relaxed energy at {np.degrees(phi):.0f} deg = {value:.4f} MJ/m^3")
print(f"rotation barrier = {F_O - F_T:.4f} MJ/m^3"
      f" = {(F_O - F_T)*to_meV:.3f} meV/nm^3")
print(f"cost of P=0 = {F_0 - F_T:.4f} MJ/m^3"
      f" = {(F_0 - F_T)*to_meV:.3f} meV/nm^3")
print(f"ratio rotation/(P=0) = {ratio:.4f}")
print(f"fixed-magnitude rotation barrier = {fixed_barrier:.4f} MJ/m^3")
print(f"fixed-magnitude ratio = {fixed_barrier/(F_0 - F_T):.4f}")
print(f"fixed-magnitude threshold beta12/beta11 = {threshold:.4f}")
print("beta12/beta11, ratio: formula, grid 90 deg, grid 180 deg")
for row in scan:
    print(f"  {row[0]:.1f}  {row[1]:.4f}  {row[2]:.4f}  {row[3]:.4f}")
print(f"second case beta12 = {b12_second:.1f} MJ m^5/C^4")
print(f"second case saddle polarization = {P_O2:.4f} C/m^2")
print(f"second case relaxed barrier = {rot2:.4f} MJ/m^3")
print(f"second case relaxed ratio = {rot2/(-F_T):.4f}")
print(f"second case fixed-magnitude barrier = {fixed2:.4f} MJ/m^3")
print(f"second case fixed-magnitude ratio = {fixed2/(-F_T):.4f}")
print("PASS")
```

It prints:

```
alpha = -50.0 MJ m/C^2
beta11 = 250.0 MJ m^5/C^4
beta12 = 1000.0 MJ m^5/C^4
kappa = beta12 - 2 beta11 = 500.0 MJ m^5/C^4
stationary points with 0,1,2,3 negative curvatures: [6, 12, 8, 1]
well polarization P_s = 0.3162 C/m^2
saddle polarization P_O = 0.2582 C/m^2
saddle component P1 = P2 = 0.1826 C/m^2
P_O/P_s = 0.8165
tetragonal energy F_T = -2.5000 MJ/m^3
orthorhombic energy F_O = -1.6667 MJ/m^3
rhombohedral energy F_R = -1.5000 MJ/m^3
saddle curvature, in-plane rotation = -66.67 MJ m/C^2
saddle curvature, out of plane = 33.33 MJ m/C^2
saddle curvature, radial = 200.00 MJ m/C^2
curvature at P=0, all directions = -100.00 MJ m/C^2
relaxed energy at 0 deg = -2.5000 MJ/m^3
relaxed energy at 15 deg = -2.2222 MJ/m^3
relaxed energy at 30 deg = -1.8182 MJ/m^3
relaxed energy at 45 deg = -1.6667 MJ/m^3
rotation barrier = 0.8333 MJ/m^3 = 5.201 meV/nm^3
cost of P=0 = 2.5000 MJ/m^3 = 15.604 meV/nm^3
ratio rotation/(P=0) = 0.3333
fixed-magnitude rotation barrier = 1.2500 MJ/m^3
fixed-magnitude ratio = 0.5000
fixed-magnitude threshold beta12/beta11 = 6.0000
beta12/beta11, ratio: formula, grid 90 deg, grid 180 deg
  2.5  0.1111  0.1111  0.1111
  4.0  0.3333  0.3334  0.3334
  8.0  0.6000  0.6000  0.6000
  30.0  0.8750  0.8750  0.8750
second case beta12 = 2000.0 MJ m^5/C^4
second case saddle polarization = 0.2000 C/m^2
second case relaxed barrier = 1.5000 MJ/m^3
second case relaxed ratio = 0.6000
second case fixed-magnitude barrier = 3.7500 MJ/m^3
second case fixed-magnitude ratio = 1.5000
PASS
```
